# The planar Hall voltage and why it survives magnetisation reversal: a program that tests the result

```python
"""Planar Hall voltage of an in-plane magnetised film.

Result under test: V = I*(rho_par - rho_perp)*sin(2*phi)/(2*t),
unchanged when the magnetisation m reverses (phi -> phi + pi),
whereas a true Hall voltage changes sign.
I: current along x; t: film thickness; phi: angle from x to m;
rho_par, rho_perp: resistivity for current along / across m;
V: potential at edge y=0 minus potential at edge y=w.
Independent roads: a Boltzmann equation on a circular Fermi line, and
a finite-element solution of current flow in a bar with end contacts.
"""
import numpy as np
from scipy.constants import mu_0
from scipy.optimize import minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


# ---------- Boltzmann equation: resistivity from scattering ----------
def scattering_kernel(phi, even=0.6, odd=0.2, n=65):
    """Symmetric rate between directions; 'odd' part flips with m."""
    theta = 2 * np.pi * np.arange(n) / n
    s = even * np.cos(theta - phi)**2 + odd * np.sin(theta - phi)
    return theta, 1 + s[:, None] + s[None, :]


def kinetic_resistivity(phi, omega=0.0, even=0.6, odd=0.2):
    """2x2 resistivity in units of mass*rate/(n q^2).

    omega = q*B/mass (in units of the rate) for a field B along z.
    """
    theta, rate = scattering_kernel(phi, even, odd)
    n = len(theta)
    collision = np.diag(rate.mean(axis=1)) - rate / n
    diff = np.arange(n)[:, None] - np.arange(n)[None, :]
    sine = np.sin(diff * np.pi / n)
    np.fill_diagonal(sine, 1.0)
    derivative = 0.5 * (1 - 2 * (diff % 2)) / sine
    np.fill_diagonal(derivative, 0.0)
    # the constant matrix fixes the conserved particle number
    operator = collision - omega * derivative + np.ones((n, n)) / n
    velocity = np.column_stack([np.cos(theta), np.sin(theta)])
    response = np.linalg.solve(operator, velocity)
    return np.linalg.inv(2 * velocity.T @ response / n)


axes = kinetic_resistivity(0.0)
kin_delta = axes[0, 0] - axes[1, 1]
assert abs(axes[0, 1]) < 1e-10 and abs(axes[1, 0]) < 1e-10
assert kin_delta > 0.05
for angle in np.radians([17, 30, 45, 80, 135, 250]):
    rho = kinetic_resistivity(angle)
    c, s = np.cos(angle), np.sin(angle)
    assert abs(rho[1, 0] - kin_delta * s * c) < 1e-10
    assert abs(rho[0, 1] - rho[1, 0]) < 1e-10
    assert abs(rho[0, 0] - axes[1, 1] - kin_delta * c * c) < 1e-10
    assert np.allclose(rho, kinetic_resistivity(angle + np.pi), atol=1e-10)
# the scattering itself does change when m reverses
kernel_change = np.max(np.abs(scattering_kernel(0.5)[1]
                              - scattering_kernel(0.5 + np.pi)[1]))
assert kernel_change > 0.1

# a field along the normal adds a true Hall part
omega = 0.3
kin_phi = np.radians(30)
iso = kinetic_resistivity(0.0, omega, even=0.0, odd=0.0)
assert abs(iso[1, 0] - omega) < 1e-10 and abs(iso[0, 1] + omega) < 1e-10
field_up = kinetic_resistivity(kin_phi, omega)
field_down = kinetic_resistivity(kin_phi, -omega)
planar_part = (field_up[1, 0] + field_down[1, 0]) / 2
hall_part = (field_up[1, 0] - field_down[1, 0]) / 2
ref = kinetic_resistivity(0.0, omega)
expected = (ref[0, 0] - ref[1, 1]) * np.sin(2 * kin_phi) / 2
assert abs(planar_part - expected) < 1e-10
assert abs(hall_part - ref[1, 0]) < 1e-10 and hall_part > 0.1
reversed_all = kinetic_resistivity(kin_phi + np.pi, -omega)
assert np.allclose(field_up, reversed_all.T, atol=1e-10)

# ---------- Example: rough typical values for a Co film (SI) ----------
current = 1e-3
thickness, width, length = 20e-9, 10e-6, 60e-6
rho_perp, rho_par = 20.0e-8, 20.3e-8
rho_anomalous = 0.2e-8          # magnitude, m along the normal
hall_coefficient = 1e-10        # magnitude, ohm m / T
saturation = 1.8                # mu_0 * M_s, T
applied = 0.1                   # applied field, T
anisotropy_field = 2e-3         # in-plane, easy axis along x, T
field_tilt = np.radians(1.0)    # applied field out of the plane
probe_offset = 0.1e-6           # along x
nernst = 1e-6                   # magnitude, V/K
film_heat_conductivity = 40.0   # W/(m K)
oxide_thickness, oxide_heat_conductivity = 300e-9, 1.4
phi = np.radians(30)
delta_rho = rho_par - rho_perp
density = current / (width * thickness)


def planar_voltage(angle):
    return current * delta_rho * np.sin(2 * angle) / (2 * thickness)


def vector_law_voltage(m):
    """w*E_y from E = rho_perp J + delta m(m.J) + rho_AH m x J."""
    j = np.array([density, 0.0, 0.0])
    e = (rho_perp * j + delta_rho * m * (m @ j)
         + rho_anomalous * np.cross(m, j))
    return width * e[1]


m_plane = np.array([np.cos(phi), np.sin(phi), 0.0])
m_normal = np.array([0.0, 0.0, 1.0])
v_forward = vector_law_voltage(m_plane)
v_reversed = vector_law_voltage(-m_plane)
v_hall_up = vector_law_voltage(m_normal)
v_hall_down = vector_law_voltage(-m_normal)
assert abs(v_forward - planar_voltage(phi)) < 1e-12
assert abs(v_reversed - v_forward) < 1e-15
assert abs(v_hall_up + v_hall_down) < 1e-15 and v_hall_up > 1e-6


# ---------- Finite elements: a bar with metal end contacts ----------
def bar_voltage(angle, nx, ny, shift=0):
    """Transverse voltage at mid-length for the example current.

    Square elements; the far probe is displaced by 'shift' elements.
    """
    c, s = np.cos(angle), np.sin(angle)
    rot = np.array([[c, -s], [s, c]])
    sheet = thickness * rot @ np.diag([1 / rho_par, 1 / rho_perp]) @ rot.T
    element = np.zeros((4, 4))
    for x in (0.5 - 0.5 / np.sqrt(3), 0.5 + 0.5 / np.sqrt(3)):
        for y in (0.5 - 0.5 / np.sqrt(3), 0.5 + 0.5 / np.sqrt(3)):
            grad = np.array([[y - 1, 1 - y, y, -y],
                             [x - 1, -x, x, 1 - x]])
            element += 0.25 * grad.T @ sheet @ grad
    i, j = np.meshgrid(np.arange(nx), np.arange(ny), indexing="ij")
    base = (i * (ny + 1) + j).ravel()
    nodes = np.column_stack([base, base + ny + 1, base + ny + 2, base + 1])
    rows = np.repeat(nodes, 4, axis=1).ravel()
    cols = np.tile(nodes, (1, 4)).ravel()
    total = (nx + 1) * (ny + 1)
    matrix = coo_matrix((np.tile(element.ravel(), len(base)), (rows, cols)),
                        shape=(total, total)).tocsr()
    potential = np.zeros(total)
    potential[:ny + 1] = 1.0
    free = np.arange(ny + 1, total - ny - 1)
    load = -(matrix @ potential)[free]
    potential[free] = spsolve(matrix[free][:, free].tocsc(), load)
    injected = (matrix @ potential)[:ny + 1].sum()
    grid = potential.reshape(nx + 1, ny + 1)
    drop = grid[nx // 2, 0] - grid[nx // 2 + shift, ny]
    return drop * current / injected


elements_across = 20
elements_along = round(elements_across * length / width)
v_bar = bar_voltage(phi, elements_along, elements_across)
# residual shorting by the end contacts is of order exp(-pi*L/(2w))
assert abs(v_bar / v_forward - 1) < 1e-3
v_square = bar_voltage(phi, 40, 40)
assert v_square < 0.9 * v_forward
shifted_plus = bar_voltage(phi, elements_along, elements_across, 1)
shifted_minus = bar_voltage(-phi, elements_along, elements_across, 1)
v_separated = (shifted_plus - shifted_minus) / 2
assert abs(shifted_plus / v_forward - 1) > 1
assert abs(v_separated / v_forward - 1) < 1e-3

# ---------- Sizes of neglected effects ----------
rho_xx = rho_perp + delta_rho * np.cos(phi)**2
v_offset = density * rho_xx * probe_offset

lagged = minimize_scalar(
    lambda a: -applied * np.cos(phi - a)
    + anisotropy_field / 2 * np.sin(a)**2,
    bounds=(0, np.pi / 2), method="bounded", options={"xatol": 1e-10}).x
lag = phi - lagged
lag_formula = anisotropy_field * np.sin(2 * phi) / (2 * applied)
assert abs(lag / lag_formula - 1) < 0.03    # first order in B_k/B
v_lag = planar_voltage(lagged) - planar_voltage(phi)

m_tilt = minimize_scalar(
    lambda a: -applied * np.cos(a - field_tilt)
    + saturation / 2 * np.sin(a)**2,
    bounds=(-0.1, 0.1), method="bounded", options={"xatol": 1e-10}).x
tilt_formula = applied * field_tilt / (applied + saturation)
assert abs(m_tilt / tilt_formula - 1) < 1e-3
v_tilt_anomalous = current * rho_anomalous * np.sin(m_tilt) / thickness
v_tilt_ordinary = (current * hall_coefficient * applied
                   * np.sin(field_tilt) / thickness)

resistance = rho_xx * length / (width * thickness)
heat_flux = current**2 * resistance / (length * width)
mean_gradient = heat_flux / (2 * film_heat_conductivity)
v_nernst = nernst * mean_gradient * width   # upper bound over phi
oxide_drop = heat_flux * oxide_thickness / oxide_heat_conductivity

self_field = mu_0 * current / (2 * width)
v_self_bound = abs(planar_voltage(phi + self_field * np.cos(phi) / applied)
                   - planar_voltage(phi))
lorentz_mr = (hall_coefficient * (applied + saturation) / rho_perp)**2
amr_ratio = delta_rho / rho_perp
assert lorentz_mr < 1e-2 * amr_ratio
odd_total = v_tilt_anomalous + v_tilt_ordinary + v_nernst
assert odd_total < 0.01 * v_forward

# ---------- Output ----------
uv = 1e6
print("KINETIC MODEL (unit: mass*rate/(n q^2))")
print(f"rho_par, rho_perp: {axes[0, 0]:.5f}, {axes[1, 1]:.5f}")
print(f"rho_yx at 30 deg: {kinetic_resistivity(kin_phi)[1, 0]:.6f}")
print(f"rho_yx at 210 deg: "
      f"{kinetic_resistivity(kin_phi + np.pi)[1, 0]:.6f}")
print(f"rotation formula: {kin_delta * np.sin(2 * kin_phi) / 2:.6f}")
print(f"largest change of rate on reversal: {kernel_change:.3f}")
print(f"omega (normal field): {omega:.2f}")
print(f"rho_yx, field up: {field_up[1, 0]:.6f}")
print(f"rho_yx, field down: {field_down[1, 0]:.6f}")
print(f"half-sum, half-difference: {planar_part:.6f}, {hall_part:.6f}")
print("CO FILM, ROUGH INPUTS")
print(f"current: {current * 1e3:.1f} mA")
print(f"thickness: {thickness * 1e9:.0f} nm")
print(f"width, length: {width * 1e6:.0f}, {length * 1e6:.0f} um")
print(f"rho_par, rho_perp: {rho_par * 1e8:.1f}, "
      f"{rho_perp * 1e8:.1f} uohm cm")
print(f"anomalous Hall resistivity: {rho_anomalous * 1e8:.2f} uohm cm")
print(f"ordinary Hall coeff.: {hall_coefficient * 1e8:.3f} uohm cm/T")
print(f"mu0*Ms: {saturation:.1f} T; applied field: {applied * 1e3:.0f} mT")
print(f"in-plane anisotropy field: {anisotropy_field * 1e3:.1f} mT")
print(f"field tilt: {np.degrees(field_tilt):.1f} deg")
print(f"probe offset: {probe_offset * 1e6:.2f} um")
print(f"Nernst coefficient: {nernst * 1e6:.1f} uV/K")
print(f"film heat conductivity: {film_heat_conductivity:.0f} W/(m K)")
print(f"oxide: {oxide_thickness * 1e9:.0f} nm, "
      f"{oxide_heat_conductivity:.1f} W/(m K)")
print("RESULTS")
print(f"delta rho: {delta_rho * 1e8:.2f} uohm cm; "
      f"ratio: {100 * amr_ratio:.2f} %")
print(f"current density: {density * 1e-4:.2e} A/cm2")
print(f"rho_xx at 30 deg: {rho_xx * 1e8:.3f} uohm cm")
print(f"rho_yx at 30 deg: "
      f"{delta_rho * np.sin(2 * phi) / 2 * 1e8:.4f} uohm cm")
print(f"bar resistance: {resistance:.2f} ohm")
for degrees in (0, 45, 90, 135):
    value = planar_voltage(np.radians(degrees)) * uv
    print(f"planar V at {degrees} deg: {round(value, 6) + 0.0:.2f} uV")
print(f"planar V at 30 deg: {v_forward * uv:.2f} uV")
print(f"planar V at 210 deg (reversed): {v_reversed * uv:.2f} uV")
print(f"Hall V, m along +z: {v_hall_up * uv:.2f} uV")
print(f"Hall V, m along -z: {v_hall_down * uv:.2f} uV")
print(f"finite-element bar, 30 deg: {v_bar * uv:.3f} uV")
print(f"square bar / ideal formula: {v_square / v_forward:.3f}")
print("NEGLECTED EFFECTS AT 30 DEG")
print(f"probe-offset voltage: {v_offset * uv:.1f} uV")
print(f"FE, far probe shifted {width / elements_across * 1e6:.1f} um, "
      f"+30: {shifted_plus * uv:.1f} uV")
print(f"same, -30 deg: {shifted_minus * uv:.1f} uV")
print(f"half-difference: {v_separated * uv:.2f} uV")
print(f"lag of m: {np.degrees(lag):.3f} deg; "
      f"voltage change: {v_lag * uv:.2f} uV")
print(f"tilt of m: {np.degrees(m_tilt):.4f} deg")
print(f"anomalous Hall from tilt: {v_tilt_anomalous * uv:.3f} uV")
print(f"ordinary Hall from tilt: {v_tilt_ordinary * uv:.4f} uV")
print(f"Nernst voltage, at most: {v_nernst * uv:.4f} uV")
print(f"sum of odd terms / planar V: {100 * odd_total / v_forward:.2f} %")
print(f"temperature drop in oxide: {oxide_drop:.3f} K")
print(f"field of current at surface: {self_field * 1e3:.4f} mT")
print(f"its effect, at most: {v_self_bound * uv:.3f} uV")
print(f"Lorentz magnetoresistance, order: {lorentz_mr:.1e}")
print("PASS")
```

Running it gives:

```
KINETIC MODEL (unit: mass*rate/(n q^2))
rho_par, rho_perp: 1.72800, 1.42800
rho_yx at 30 deg: 0.129904
rho_yx at 210 deg: 0.129904
rotation formula: 0.129904
largest change of rate on reversal: 0.800
omega (normal field): 0.30
rho_yx, field up: 0.438998
rho_yx, field down: -0.179190
half-sum, half-difference: 0.129904, 0.309094
CO FILM, ROUGH INPUTS
current: 1.0 mA
thickness: 20 nm
width, length: 10, 60 um
rho_par, rho_perp: 20.3, 20.0 uohm cm
anomalous Hall resistivity: 0.20 uohm cm
ordinary Hall coeff.: 0.010 uohm cm/T
mu0*Ms: 1.8 T; applied field: 100 mT
in-plane anisotropy field: 2.0 mT
field tilt: 1.0 deg
probe offset: 0.10 um
Nernst coefficient: 1.0 uV/K
film heat conductivity: 40 W/(m K)
oxide: 300 nm, 1.4 W/(m K)
RESULTS
delta rho: 0.30 uohm cm; ratio: 1.50 %
current density: 5.00e+05 A/cm2
rho_xx at 30 deg: 20.225 uohm cm
rho_yx at 30 deg: 0.1299 uohm cm
bar resistance: 60.67 ohm
planar V at 0 deg: 0.00 uV
planar V at 45 deg: 75.00 uV
planar V at 90 deg: 0.00 uV
planar V at 135 deg: -75.00 uV
planar V at 30 deg: 64.95 uV
planar V at 210 deg (reversed): 64.95 uV
Hall V, m along +z: 100.00 uV
Hall V, m along -z: -100.00 uV
finite-element bar, 30 deg: 64.944 uV
square bar / ideal formula: 0.677
NEGLECTED EFFECTS AT 30 DEG
probe-offset voltage: 101.1 uV
FE, far probe shifted 0.5 um, +30: 570.6 uV
same, -30 deg: 440.7 uV
half-difference: 64.94 uV
lag of m: 0.491 deg; voltage change: -0.65 uV
tilt of m: 0.0526 deg
anomalous Hall from tilt: 0.092 uV
ordinary Hall from tilt: 0.0087 uV
Nernst voltage, at most: 0.0126 uV
sum of odd terms / planar V: 0.17 %
temperature drop in oxide: 0.022 K
field of current at surface: 0.0628 mT
its effect, at most: 0.041 uV
Lorentz magnetoresistance, order: 9.0e-07
PASS
```
